# Why hydrogen stops disilane pulses and how much heating restores growth

Take six neighbouring silicon atoms on a clean surface, each with one free bond, and let one disilane molecule, Si₂H₆, react completely with them. The molecule leaves two silicon atoms and six hydrogen atoms. The new silicon joins the crystal, and the hydrogen caps the six free bonds. A second molecule finds no open site there. The patch has gained two silicon atoms for six surface sites, one third of a layer, and more gas adds nothing. If three H₂ molecules now leave, all six sites are open again and another third of a layer can grow.

This count rests on two assumptions. The first is that the number of sites is unchanged by growth. On the dimerised (100) surface each silicon atom has two bonds to the layer below, one to its dimer partner and one free. An added lattice atom uses two outward valences of the old surface and supplies two new ones, so a dimerised surface keeps one free or capped bond per surface atom. The second is that the molecule decomposes fully and releases no hydrogen promptly. More generally, let $h$ hydrogen atoms stay behind per molecule, one per site. Growth without desorption is then limited to $2/h$ layer. Here $h=6$.

**What a capped site lacks**

The count says that hydrogen fills the sites. It does not say why disilane should fail to react with a filled one. A small molecular analogue shows what is missing. Let R stand for a piece of silicon with one open valence, represented by the silyl radical SiH₃. On two open valences the reaction is

$$2\,\mathrm{R}^{\bullet}+\mathrm{Si_2H_6}\rightarrow 2\,\mathrm{R{-}SiH_3}.$$

One Si–Si bond is broken and two are made. With R = SiH₃ both products are disilane, so the energy gain is $2E(\mathrm{SiH_3})-E(\mathrm{Si_2H_6})$, which comes out as 3.30 eV.

On a capped site the corresponding exchange is

$$\mathrm{R{-}H}+\mathrm{Si_2H_6}\rightarrow\mathrm{R{-}SiH_3}+\mathrm{SiH_4}.$$

With R = SiH₃ the two sides are the same pair of molecules, and the energy change is zero by construction. The other route, joining two silicon atoms while expelling H₂, is represented by 2 SiH₄ → Si₂H₆ + H₂ and costs 0.22 eV. Opening the site first, by pulling off its hydrogen atom, costs 3.97 eV.

These are PBE0/def2-SVP energies at fixed tetrahedral geometries. They omit zero-point motion, structural relaxation, the remaining basis-set error and the partial bonding between free bonds on a surface dimer. With the larger def2-TZVPP basis at the same geometries the three values become 3.29, 0.16 and 3.99 eV, so the small condensation energy is uncertain by at least 0.06 eV. Within this molecular analogue, an open pair offers a large energy gain and a capped site does not. They do not give the activation barrier at a capped site. That this barrier is high enough for such reactions to be neglected during a dose is an assumption of the model below.

**How a dose closes the surface**

Let $f$ be the fraction of sites that are free and $\theta=1-f$ the hydrogen coverage. Measure the dose by $x$, the number of molecules that have struck the surface per site. A molecule needs two free sites to begin reacting. If free sites are well mixed, it finds such a pair with probability $f^2$, and it then sticks with probability $s_0$. Each reacted molecule removes $h$ free sites, so

$$\frac{df}{dx}=-h s_0 f^2 .$$

Since $d(1/f)/dx=-f^{-2}\,df/dx$, this is the same as $d(1/f)/dx=h s_0$. Integration from the value $f_0$ before the dose to the value $f_e$ after it gives

$$\frac1{f_e}=\frac1{f_0}+a,\qquad f_e=\frac{f_0}{1+a f_0},\qquad a=h s_0 x .$$

The number $a$ is the dose strength. Two silicon atoms arrive for every $h$ sites lost, and a layer holds one silicon atom per site, so the growth in layers is

$$G=\frac2h\,(f_0-f_e)=\frac2h\,\frac{a f_0^2}{1+a f_0}.$$

Choose $s_0=0.1$ and $x=100$, so that $a=6\times0.1\times100=60$. If the surface stayed fully open, this dose would deposit $2s_0x=20$ layers. With hydrogen retained, a clean surface gains

$$G=\frac13\times\frac{60}{61}=0.328\ \text{layer}.$$

A site-by-site simulation, in which molecules strike random pairs and their hydrogen is placed on individual sites, leaves a free fraction of 0.0168 after this dose. The law gives $1/61=0.0164$. The difference, like those at two smaller doses, is less than four standard deviations of the estimated counting noise, the limit set in the test. The simulation also places hydrogen at random over the whole surface, so it tests the integrated law for discrete sites and not the assumption of good mixing.

Now repeat the dose without heating. Each pulse adds $a$ to $1/f$. Starting from $f=1$, the free fraction after $n$ pulses is $1/(1+na)$, and the $n$th pulse deposits

$$G_n=\frac2h\left[\frac1{1+(n-1)a}-\frac1{1+na}\right]
=\frac2h\,\frac{a}{[1+(n-1)a](1+na)} .$$

The first three pulses give 0.328, 0.0027 and 0.0009 layer. The second is smaller than the first by a factor of about 120. The closure is nevertheless algebraic: for $n\gg1$ and $na\gg1$ the increments fall as $(2/h)/(an^2)$. In this model there is no dose at which reaction suddenly ends, although the total without desorption cannot exceed $2/h$.

**The growth that remains**

Hydrogen also desorbs slowly during the dose. I write the thermal energy as $\tau$, with Boltzmann's constant equal to one, as is convenient in atomic units. Numerical energies are in eV and times in seconds. The desorption rate is

$$k(\tau)=\nu e^{-E/\tau}.$$

Take the round parameters $E=2.5$ eV and $\nu=10^{15}$ s⁻¹, and suppose for now that hydrogen leaves by a first-order law, $d\theta/dt=-k\theta$. With $\Phi$ molecules striking each site per second,

$$\frac{df}{dt}=-h\Phi s_0f^2+k(1-f).$$

Under continuous dosing the two terms eventually balance. Silicon arrives at $2\Phi s_0f^2$ layers per second, and substituting the balance gives

$$2\Phi s_0f^2=\frac2h\,k(1-f)\simeq\frac2h\,k .$$

The last step requires $f\ll1$, which holds when $k\ll h\Phi s_0$. The growth rate has then become independent of the gas supply: it is set by how fast hydrogen makes room.

At a dosing thermal energy of 0.050 eV, $k=1.93\times10^{-7}$ s⁻¹. The residual rate is one third of this, $6.4\times10^{-8}$ layer per second, or about $1.6\times10^7$ s for one layer. Growth has stopped for practical purposes, but not strictly.

For back-to-back pulses of duration $t_d$, desorption becomes comparable with the algebraic tail when $(2/h)/(an^2)$ equals $(2/h)kt_d$. This happens near $n=1/\sqrt{a k t_d}$. With $t_d=10$ s it is about 93 pulses, far beyond the first few.

**A cycle that repeats**

Insert a heating pulse of duration $t_h$ after each dose, with the gas off. First-order desorption multiplies the coverage by

$$q=e^{-\Lambda},\qquad \Lambda=k(\tau_h)\,t_h .$$

If the thermal energy varies during the pulse, integrating $d\theta/\theta=-k\,dt$ replaces $\Lambda$ by $\int k\,dt$. The rectangular pulse keeps the result explicit.

In a repeating cycle, heating must return the surface to the free fraction $f_0$ with which the dose began:

$$1-f_0=q(1-f_e),\qquad f_0=1-q+\frac{q f_0}{1+af_0}.$$

Multiplying the second equation by $1+af_0$ gives

$$f_0+af_0^2=(1-q)+(1-q)af_0+qf_0 .$$

Collecting powers of $f_0$,

$$af_0^2+(1-q)(1-a)f_0-(1-q)=0 .$$

For $0<q<1$ the product of the roots is negative, so there is one positive root. At $f_0=1$ the left side equals $qa>0$, so that root lies below one, as a site fraction must.

A simpler expression shows what controls the growth. The hydrogen lost in heating must equal the hydrogen gained in dosing, hence

$$G=\frac2h(1-q)\theta_e,\qquad \theta_e=1-f_e .$$

Because $f_0\le1$, the dose law gives $f_e\le1/(1+a)$, and therefore $a/(1+a)\le\theta_e\le1$. For $a=60$, replacing $\theta_e$ by one changes the growth by at most about 1.7 per cent of its true value. With a strong dose, growth per cycle is thus nearly $(2/h)(1-e^{-\Lambda})$: the dose brings the coverage back close to one, and heating then removes the fraction $1-e^{-\Lambda}$ of it.

For 10 s heating pulses, the full equation gives

- 0.0026 layer at $\tau_h=0.060$ eV,
- 0.0589 layer at 0.065 eV,
- 0.3129 layer at 0.070 eV,
- 0.3279 layer at 0.075 eV.

The steep rise comes from the exponential in $k$. Between the first two levels $k$ grows by $\exp[2.5(1/0.060-1/0.065)]\approx25$, and the growth rises by nearly the same factor because $\Lambda$ is still small. The flattening comes from exhaustion: once most hydrogen has gone, more heating has little left to remove.

The limits separate two causes of poor growth. When $q\to1$, heating is too weak and growth vanishes however large the dose, apart from the residual $(2/h)kt_d$ from desorption during the dose, which the cycle equation neglects. When $q\to0$, the surface is clean before each dose and

$$G_{\max}=\frac2h\,\frac a{1+a}.$$

For $a\ll1$ this becomes $2s_0x$. The gas supply then limits growth, and hotter pulses cannot repair it.

**The heating required**

Suppose the growth per cycle is prescribed. Define the site turnover $\Delta=hG/2=f_0-f_e$. The dose law gives

$$\Delta=\frac{af_0^2}{1+af_0}
\quad\Longrightarrow\quad
af_0^2-a\Delta f_0-\Delta=0 .$$

Dividing by $a$ and taking the positive root,

$$f_0=\frac12\left[\Delta+\sqrt{\Delta^2+\frac{4\Delta}{a}}\right].$$

The turnover increases with $f_0$, so $f_0<1$ requires $\Delta<a/(1+a)$. This is the condition $G<G_{\max}$.

The coverage left after heating is $\theta_0=1-f_0$, and the coverage before heating is $\theta_e=\theta_0+\Delta$. Since $\theta_0=e^{-\Lambda}\theta_e$,

$$\Lambda=\ln\frac{1-f_0+\Delta}{1-f_0}.$$

Setting $\nu t_h e^{-E/\tau_h}=\Lambda$ and taking logarithms gives $E/\tau_h=\ln(\nu t_h/\Lambda)$, or

$$\boxed{\;\tau_h=\frac{E}{\ln(\nu t_h/\Lambda)}\;}$$

for $\nu t_h>\Lambda$.

Choose a target of 0.3 layer per cycle. Then $\Delta=6\times0.3/2=0.9$ and

$$f_0=\tfrac12\left[0.9+\sqrt{0.81+3.6/60}\right]=0.9164 .$$

Heating must lower the coverage from $0.0836+0.9=0.9836$ to 0.0836, so $\Lambda=\ln(0.9836/0.0836)=2.465$. For a 10 s pulse,

$$\tau_h=\frac{2.5}{\ln(10^{16}/2.465)}=\frac{2.5}{35.94}=0.0696\ \text{eV},$$

which corresponds to about 810 K. With a lattice constant of 5.4 Å, a (100) layer is one quarter of this, 1.35 Å, and the cycle adds about 0.41 Å. Direct integration of repeated dosing and heating, including desorption during the dose, returns 0.30000 layer per cycle at the predicted heating level. This tests the algebra and the neglect of desorption while dosing. It does not test the rate parameters.

Time enters through a logarithm, so shortening the pulse tenfold, to 1 s, raises the requirement only to 0.0743 eV. The barrier enters in direct proportion: $E=2.6$ eV in place of 2.5 eV raises $\tau_h$ by 4 per cent, to 0.0723 eV for the 10 s pulse. As the target approaches $G_{\max}$, $\theta_0$ tends to zero and $\Lambda$ diverges. The divergence is only logarithmic in $\theta_0$: reaching 99 and 99.9 per cent of $G_{\max}$ needs $\Lambda=4.6$ and $6.9$, or $\tau_h=0.0708$ and $0.0716$ eV for the 10 s pulse.

**Why the desorption order matters**

An H₂ molecule needs two hydrogen atoms, so a first-order law needs a reason. Suppose H₂ leaves from a dimer that carries hydrogen on both atoms, and that hydrogen redistributes quickly among dimers during heating. Let two atoms on one dimer be lower in energy by $\varepsilon$ than two atoms on separate dimers. Empty, singly occupied and doubly occupied dimers then have weights

$$1,\qquad 2z,\qquad Kz^2,\qquad K=e^{\varepsilon/\tau},$$

where $z$ fixes the coverage and the factor 2 counts the two positions of a single atom.

Let $d$ be the fraction of doubly occupied dimers. Half the singly occupied fraction must supply the rest of the coverage, so that fraction is $2(\theta-d)$, and the empty fraction is $1-2\theta+d$. From the weights, the square of the singly occupied fraction divided by the product of the other two is $4/K$. Hence

$$K(\theta-d)^2=d(1-2\theta+d).$$

Each desorption event empties both sites of a dimer, so $d\theta/dt=-k\,d(\theta)$. For $K\to\infty$ the equation gives $d\to\theta$, the first-order law. For $K=1$ the terms $-2\theta d$ and $d^2$ cancel from both sides, leaving $d=\theta^2$, a second-order law.

For strong but finite pairing, putting $d\simeq\theta$ on the right gives

$$d\simeq\theta-\sqrt{\frac{\theta(1-\theta)}K}.$$

The substitution requires both $K\theta/(1-\theta)\gg1$ and $K(1-\theta)/\theta\gg1$, so it fails when $\theta$ or $1-\theta$ is not large compared with about $1/K$. For $\varepsilon=0.25$ eV, used below, $K\approx35$ during heating, and the approximation cannot be relied on at either end of the worked pulse. Within this range the relative reduction of the rate, $\sqrt{(1-\theta)/(K\theta)}$, is largest at low coverage, where hydrogen atoms more often lack a partner. The numerical results below use the full equation for $d$.

To isolate the effect on heating, keep the dose law with $f^2$, as if pairing mattered only during the heating pulse. The target then fixes the coverages at the two ends of that pulse as before. What changes is the required value of $kt_h$, now

$$k t_h=\int_{\theta_0}^{\theta_e}\frac{d\theta}{d(\theta)},$$

where $d(\theta)$ in the denominator is the paired fraction. With $\varepsilon=0.25$ eV the required thermal energy becomes 0.0701 eV, less than 1 per cent above the first-order result. Without pairing, the integral is $1/\theta_0-1/\theta_e\approx10.9$ in place of 2.465, and $\tau_h$ rises to 0.0726 eV, about 4 per cent above it. Even a large change in the integral has a modest effect, because it enters through a logarithm.

**Where the model stops**

The dosing temperature must be high enough for fragments to decompose and low enough that $kt_d\ll1-e^{-\Lambda}$, since desorption during the dose adds about $(2/h)kt_d$ to each cycle. The chosen 0.050 eV meets the second condition; the first is assumed. The model also allows only one hydrogen atom per surface atom, whereas a silicon atom whose dimer bond has broken can hold two. If a molecule instead remains as two SiH₃ groups, it occupies two sites and leaves one silicon atom per site, so the limit of one third of a layer no longer applies. Near closure such fragments may persist even when they decompose readily on an open surface, since decomposition itself needs free sites.

Good mixing can fail too. If hydrogen cannot move during the dose, isolated free sites may remain that no molecule can use, and $f^2$ is then the wrong measure of available pairs. If hydrogen instead moves freely and pairs on dimers during the dose, the free sites are paired too. In the limit of complete pairing, a molecule that needs an empty dimer finds one with probability $f$, not $f^2$, and the surface closes exponentially with dose instead of algebraically. For finite $K$ this lasts only while $f$ is well above $1/K$; below that the empty-dimer fraction is close to $Kf^2$ and the closure is algebraic again, $f\simeq1/(Ka)$. With $\varepsilon=0.25$ eV at the dosing level, $K\approx148$, and the heating required for 0.3 layer changes only from 0.0701 to 0.0699 eV. All these effects change the dose law, and with it the coverages between which heating must work. The hydrogen balance still applies, but its capacity and the relation between dose and coverage must then be found for the actual surface species. The numerical output gives the values for the well-mixed, fully decomposed case.

## Computed results

```
gain, disilane on two open valences: 3.30 eV
cost of removing one H cap: 3.97 eV
energy change, 2 SiH4 to Si2H6 + H2: 0.22 eV
desorption barrier E: 2.50 eV
desorption prefactor nu: 1.0e+15 1/s
H atoms left per disilane h: 6
sticking on a free pair s0: 0.10
dose x: 100 molecules per site
dose duration: 10 s
heating duration: 10 s
dosing thermal energy: 0.050 eV
lattice constant: 5.40 angstrom
layer height: 1.35 angstrom
dose strength a: 60.0
free fraction at x=1: simulated 0.6213, law 0.6250
free fraction at x=10: simulated 0.1446, law 0.1429
free fraction at x=100: simulated 0.0168, law 0.0164
unheated pulse 1: 0.32787 layer
unheated pulse 2: 0.00271 layer
unheated pulse 3: 0.00091 layer
desorption rate while dosing: 1.93e-07 1/s
residual growth rate: 6.43e-08 layer/s
growth per cycle at tau=0.060 eV: 0.0026 layer
growth per cycle at tau=0.065 eV: 0.0589 layer
growth per cycle at tau=0.070 eV: 0.3129 layer
growth per cycle at tau=0.075 eV: 0.3279 layer
largest growth per cycle: 0.3279 layer
target growth per cycle: 0.3000 layer
target thickness: 0.405 angstrom
site turnover Delta: 0.9000
free fraction before dose: 0.9164
H coverage before heating: 0.9836
H coverage after heating: 0.0836
needed k*t: 2.4648
required heating thermal energy: 0.06956 eV
required heating temperature: 807 K
growth from integrated cycles: 0.30000 layer
required tau, 1 s heating: 0.07432 eV
required tau, E=2.6 eV: 0.07234 eV
pairing energy: 0.25 eV
required tau with this pairing: 0.07010 eV
required tau without pairing: 0.07257 eV
```
